**Forbidden LO Raman scattering from the intraband Fröhlich interaction in third order**

For a direct-gap model with masses \(m_e,m_h\) (\(M=m_e+m_h\), \(\mu=m_em_h/M\), \(p_{e,h}=m_{e,h}/M\)), LO frequency \(\omega_0\) and \(\mathbf q=\mathbf k_L-\mathbf k_S\), the amplitude is proportional to \((\mathbf e_S^*\cdot\mathbf e_L)\,CK\) with \(C^2=2\pi\omega_0(1/\varepsilon_\infty-1/\varepsilon_0)\) and \(K=[J(p_hq)-J(p_eq)]/q\). For free pairs \(J(Q)=(2\mu)^2\arctan(Q/s)/4\pi Q\), where \(s\) is the sum of the two decay constants of the virtual pair, so that \(K\to q\,(m_e-m_h)(2\mu)^2/(12\pi Ms^3)\) at small \(q\). The program asserts the \(T_d\) and \(O_h\) selection rules by group averaging, \(C^2\) symbolically from an oscillator dielectric function, and, in an explicit Fock space, the vanishing of four of the six time orderings, the electron-minus-hole form of the other two and their vanishing for mirror bands. It asserts the arctangent form, the \(q\) law and its failure at large \(q\), the mass law at fixed \(\mu\) and the detuning exponents against laboratory-frame quadrature, and the plateau \(|s|^2=2\mu\omega_0\) from the closed form. Sums over diagonalised radial states are compared with the free \(K\) and \(J\), the Whittaker Green function, the 1s energy and the 1s form factor, and the golden-rule chain is compared with the Thomson limit. For round parameters (\(E_g=2\) eV, \(m_e=0.1\), \(m_h=0.4\), \(\omega_0=0.04\) eV) the output shows efficiencies of \(3.0\times10^{-6}\) cm⁻¹ sr⁻¹ on the free-pair plateau and \(2.6\times10^{-4}\) and \(2.9\times10^{-4}\) cm⁻¹ sr⁻¹ at the incoming and outgoing 1s resonances. Measured from \(\omega_L=1.80\) eV and in the resonant order only, the intraband factor \(|K|^2\) gains several hundred to two thousand times more from resonance than the allowed factor \(|J|^2\), and the 1s–1s term alone overestimates \(|K|\) by 3.5 to 4.7.

## Verification by program

```python
# Forbidden LO Raman scattering by the intraband Froehlich interaction, third order.
# Atomic units inside. me, mh masses; M = me+mh; mu reduced mass; pe = me/M, ph = mh/M.
# A pair is made with momentum K1 and available energy x1, emits a phonon q = K1-K2,
# then has K2, x2. Result under test: amplitude ~ (eS.eL) C K, C^2 = 2 pi w0 (1/einf-1/e0),
#   K = [J(ph q) - J(pe q)]/q,  J(Q) = (1/4pi) int g1 g2 j0(Qr) dr,
#   free pairs: J = (2mu)^2 arctan(Q/s)/(4 pi Q), s = kap1+kap2, kap^2 = 2mu(Eg+K^2/2M-x),
#   small q: K = q (me-mh)/M (2mu)^2/(12 pi s^3),
#   excitons: g = -2mu Gamma(1-nu) W_{nu,1/2}(2 kap r), nu = 1/(kap a),
#   efficiency dS/dOmega = 4 (wS/wL) P^4 C^2 |K|^2 / c^4 (parallel polarisation, N = 0).
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
import scipy.sparse as sps
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants as pc, alpha

Ha = pc['Hartree energy in eV'][0]
bohr = pc['Bohr radius'][0]*1e10
c = 1/alpha
rng = np.random.default_rng(1)
def rel(x, y): return abs(x-y)/abs(y)

# ---- symmetry: group-averaged tensors
Oh, Td = [], []
for perm in itertools.permutations(range(3)):
    for sg in itertools.product([1, -1], repeat=3):
        g = np.zeros((3, 3))
        for i in range(3): g[i, perm[i]] = sg[i]
        Oh.append(g)
        if np.prod(sg) == 1: Td.append(g)
r3, r4 = rng.normal(size=(3,)*3), rng.normal(size=(3,)*4)
def avg3(G): return sum(np.einsum('ia,jb,kc,abc->ijk', g, g, g, r3) for g in G)/len(G)
def avg4(G): return sum(np.einsum('ia,jb,kc,ld,abcd->ijkl', g, g, g, g, r4,
                                  optimize=True) for g in G)/len(G)
assert len(Td) == 24 and np.abs(avg3(Oh)).max() < 1e-13
dz = avg3(Td)[:, :, 2]
assert abs(dz[0, 0]) < 1e-13 and abs(dz[0, 1]) > 1e-3 and abs(dz[0, 1]-dz[1, 0]) < 1e-13
for G in (Td, Oh):
    Tz = avg4(G)[:2, :2, 2, 2]
    assert abs(Tz[0, 0]) > 1e-3 and np.abs(Tz-Tz[0, 0]*np.eye(2)).max() < 1e-13
x_, y_ = np.array([1., 0]), np.array([0, 1.])
xp, yp = (x_+y_)/2**.5, (y_-x_)/2**.5
for nm, e1, e2 in (("x,x", x_, x_), ("x,y", x_, y_), ("x',x'", xp, xp), ("x',y'", xp, yp)):
    print(f"Td (001) back {nm}: q=0 term {(e1@dz[:2,:2]@e2/dz[0,1])**2:.0f}, "
          f"q-linear term {(e1@Tz@e2/Tz[0,0])**2:.0f} (rel. intensity)")

# ---- Froehlich constant from an oscillator dielectric function
Z, Om, Mr, ei, wT2, w2 = sp.symbols('Z Om Mr ei wT2 w2', positive=True)
eps = ei + 4*sp.pi*Z**2/(Om*Mr*(wT2-w2))
wL2 = sp.solve(eps, w2)[0]
micro_times_w = (4*sp.pi*Z/(Om*ei))**2*Om/(2*Mr)      # g^2 V q^2 times omega_LO
assert sp.simplify(micro_times_w - 2*sp.pi*wL2*(1/ei-1/eps.subs(w2, 0))) == 0

# ---- Fock space, 5 k points, 2 bands: all six time orderings
N = 5
a1, Zm, I2 = sps.csr_matrix([[0., 1], [0, 0]]), sps.diags([1., -1]), sps.identity(2)
ann = []
for m in range(2*N):
    op = sps.identity(1)
    for j in range(2*N): op = sps.kron(op, Zm if j < m else (a1 if j == m else I2), 'csr')
    ann.append(op)
def hop(b1, b2, dk): return sum(ann[b1*N+(k+dk) % N].T@ann[b2*N+k] for k in range(N))
iL, iS = 1, -1
iq = iL-iS
vert = {'L': (hop(0, 1, iL)+hop(1, 0, iL), 1.7), 'S': (hop(0, 1, -iS)+hop(1, 0, -iS), -1.57),
        'P': (hop(0, 0, -iq)+hop(1, 1, -iq), -0.13)}
gs = np.zeros(4**N); gs[0] = 1
for k in range(N): gs = ann[N+k].T@gs
def fock(ec, ev):
    H = sum(e*(o.T@o).diagonal() for e, o in zip(np.r_[ec, ev], ann)) - ev.sum()
    out = {}
    for o in itertools.permutations('LSP'):
        v, x = gs.astype(complex), 0.02j
        for name in o[:2]:
            x += vert[name][1]
            v = (vert[name][0]@v)/(x-H)
        out[''.join(o)] = gs@(vert[o[2]][0]@v)
    return out
def pairsum(ec, ev, x1, K1, x2):
    k = np.arange(N)
    return np.sum(1/(x1-ec[(k+K1) % N]+ev[k])*(1/(x2-ec[(k+K1-iq) % N]+ev[k])
                                               - 1/(x2-ec[(k+K1) % N]+ev[(k+iq) % N])))
ec, ev = 1+0.5*rng.random(N), -1-0.5*rng.random(N)
amp = fock(ec, ev)
assert all(abs(amp[o]) < 1e-13 for o in ('PLS', 'PSL', 'LSP', 'SLP'))
assert rel(amp['LPS'], pairsum(ec, ev, 1.7+.02j, iL, 1.57+.02j)) < 1e-10
assert rel(amp['SPL'], pairsum(ec, ev, -1.57+.02j, -iS, -1.7+.02j)) < 1e-8
assert abs(amp['LPS']) > 1e-3
mir = 1+0.3*(1-np.cos(2*np.pi*np.arange(N)/N))
assert max(abs(v) for v in fock(mir, -mir).values()) < 1e-12

# ---- model parameters
Eg, w0, Gam, EP = 2.0/Ha, 0.04/Ha, 0.005/Ha, 18.0/Ha
me, mh, einf, e0 = 0.1, 0.4, 8.0, 10.0
M = me+mh; mu = me*mh/M; pe, ph = me/M, mh/M
n = einf**.5; P2 = EP/2; C2 = 2*np.pi*w0*(1/einf-1/e0)
aB = e0/mu; Ry = mu/(2*e0**2)
def state(wL, G=Gam, f=1.0):     # backscattering; f scales the photon wavevectors
    return (wL+1j*G, f*n*wL/c, wL-w0+1j*G, -f*n*(wL-w0)/c)
def anti(wL): return (-(wL-w0)+0j, n*(wL-w0)/c, -wL+0j, -n*wL/c)
def kap(x, K, m1=me, m2=mh): return np.sqrt(2*m1*m2/(m1+m2)*(Eg+K*K/(2*(m1+m2))-x))
def ssum(st, m1=me, m2=mh): return kap(st[0], st[1], m1, m2)+kap(st[2], st[3], m1, m2)
def closed(st):
    s, q = ssum(st), st[1]-st[3]
    J = lambda Q: (2*mu)**2/(4*np.pi*Q)*(np.log(s+1j*Q)-np.log(s-1j*Q))/2j
    return (J(ph*q)-J(pe*q))/q, J(pe*q)
def linear(st, m1=me, m2=mh):
    return (st[1]-st[3])*(m1-m2)/(m1+m2)*(2*m1*m2/(m1+m2))**2/(12*np.pi*ssum(st, m1, m2)**3)
xg, wg = np.polynomial.legendre.leggauss(16)
tt = ((np.arange(60)[:, None]+(xg+1)/2)/60).ravel(); wt = np.tile(wg/120, 60)
cs, wc = np.polynomial.legendre.leggauss(80)
def lab(st, m1=me, m2=mh):       # electron and hole diagrams in laboratory momenta
    x1, K1, x2, K2 = st; q = K1-K2; k0 = abs(ssum(st, m1, m2))/2
    k = (k0*tt/(1-tt))[:, None]; w = (wt*k0/(1-tt)**2)[:, None]*wc*k*k/(4*np.pi**2)
    kz, kp = k*cs, k*k*(1-cs**2)
    E = lambda de, dh: Eg+(kp+(kz+de)**2)/(2*m1)+(kp+(kz+dh)**2)/(2*m2)
    d1, de, dh = 1/(x1-E(K1, 0)), 1/(x2-E(K1-q, 0)), 1/(x2-E(K1, q))
    return np.sum(w*d1*(de-dh))/q, np.sum(w*d1*dh)
w_mid, w_off, w_in, w_out = Eg+w0/2, Eg-0.2/Ha, Eg-Ry, Eg-Ry+w0
for st in (state(w_mid), state(w_off), state(Eg-0.02/Ha, f=20.), anti(w_mid)):
    assert rel(lab(st)[0], closed(st)[0]) < 1e-6 and rel(lab(st)[1], closed(st)[1]) < 1e-8
big = state(Eg-0.02/Ha, f=20.)
assert rel(linear(big), lab(big)[0]) > 0.3                 # linear law fails at large q
for f in (0.2, 0.1):                                       # linear in q
    st = state(w_mid, f=f); assert rel(lab(st)[0], linear(st)) < 0.05*f*f
ref = None
for p in (0.8, 0.6, 0.3, 0.2):                             # mass law at fixed mu
    v = lab(state(w_mid, f=0.1), mu/p, mu/(1-p))[0]/(2*p-1)
    ref = v if ref is None else ref
    assert rel(v, ref) < 1e-3
assert abs(lab(big, 2*mu, 2*mu)[0]) < 1e-7*abs(lab(big)[0])  # equal masses, large q
kf = n*Eg/c
far = [lab((Eg-d/Ha+0j, kf, Eg-d/Ha-w0+0j, -kf)) for d in (0.4, 0.8)]
lr = np.log((0.8/Ha+w0/2)/(0.4/Ha+w0/2))
sF, sA = (np.log(abs(far[1][i]/far[0][i]))/lr for i in (0, 1))
assert abs(sF+1.5) < 0.01 and abs(sA+0.5) < 0.01
for fr in (0.2, 0.5, 0.8):                                 # plateau as Gamma -> 0
    st = state(Eg+fr*w0, G=1e-12, f=0.05)
    assert rel(abs(closed(st)[0]),
               (st[1]-st[3])*(ph-pe)*(2*mu)**2/(12*np.pi*(2*mu*w0)**1.5)) < 1e-3

# ---- sums over diagonalised s states, Richardson in the grid step (4 and 2 angstrom)
def radial(hA, coul):
    h = hA/bohr; r = h*np.arange(1, int(round(3000/hA)))
    e, U = eigh_tridiagonal(1/(mu*h*h)-coul/(e0*r), -np.ones(len(r)-1)/(2*mu*h*h))
    U = U/np.sqrt(h)
    # slope at the origin from the first point alone, u(h) = u'(0) h (1 - h/a) by the cusp;
    # a wider stencil would put a kink of the Green function inside the grid
    return h, r, e, U, U[0]/(h*(1-coul*h/aB))
def gfun(gr, x, K):
    v = gr[4]/(x-Eg-K*K/(2*M)-gr[2]); return gr[3]@v.real+1j*(gr[3]@v.imag)
j0 = lambda z: np.sin(z)/z
def sums(gr, st):
    h, r, e, U, d0 = gr; q = st[1]-st[3]
    gg = gfun(gr, st[0], st[1])*gfun(gr, st[2], st[3])*h/(4*np.pi)
    f = (j0(ph*q*r)-j0(pe*q*r))/q
    den = (st[0]-Eg-st[1]**2/(2*M)-e[0])*(st[2]-Eg-st[3]**2/(2*M)-e[0])
    origin = 0.5*h*(2*mu)**2/(4*np.pi)   # trapezoid end weight, g(0+) = -2mu (jump condition)
    return np.array([gg@f, gg@j0(pe*q*r)+origin, -q*(ph-pe)/6*(gg@r**2),
                     d0[0]**2*h*(U[:, 0]**2@f)/(4*np.pi*den)])
rich = lambda pair, fun: (4*fun(pair[1])-fun(pair[0]))/3
free = [radial(4., 0), radial(2., 0)]
for w in (w_mid, w_off):   # tolerance: residual higher-order grid error
    num = rich(free, lambda g: sums(g, state(w)))
    assert rel(num[0], closed(state(w))[0]) < 2e-3
    assert rel(num[1], closed(state(w))[1]) < 2e-3
del free
exc = [radial(4., 1), radial(2., 1)]
assert rel(rich(exc, lambda g: g[2][0]), -Ry) < 5e-4
for w in (w_in, w_out):
    st = state(w)
    for x, K in (st[:2], st[2:]):
        kp = complex(kap(x, K)); nu = 1/(kp*aB)
        for rA in (40., 120., 240.):
            num = rich(exc, lambda g: gfun(g, x, K)[int(round(rA/bohr/g[0]))-1])
            ana = complex(-2*mu*mp.gamma(1-nu)*mp.whitw(nu, 0.5, 2*kp*rA/bohr))
            assert rel(num, ana) < 2e-3
ff = lambda Q: rich(exc, lambda g: g[0]*(g[3][:, 0]**2@j0(Q*g[1])))
assert rel(ff(2/aB), 0.25) < 1e-3
q_in = state(w_in)[1]-state(w_in)[3]
v11 = ff(ph*q_in)-ff(pe*q_in)
assert rel(v11, (1+(ph*q_in*aB/2)**2)**-2-(1+(pe*q_in*aB/2)**2)**-2) < 1e-3
assert rel(ff(ph*q_in/10)-ff(pe*q_in/10), -(q_in*aB/10)**2*(ph-pe)/2) < 2e-3
sm = rich(exc, lambda g: sums(g, state(w_in, f=0.1)))
assert rel(sm[0], sm[2]) < 2e-3

# ---- golden rule chain
def chain(W, V, nn, wS): return 2*np.pi*abs(W)**2*V*wS**2*nn**3/((2*np.pi)**3*c**3)/(c/nn)
V = 1e7
re = pc['classical electron radius'][0]*1e10/bohr
assert rel(V*chain(2*(1/(2*c*c))*c*c*2*np.pi/(V*0.3), V, 1., 0.3), re**2) < 1e-8
def eff(K, wL): return 4*(wL-w0)/wL*P2**2*C2*abs(K)**2/c**4
photon = lambda w: np.sqrt(2*np.pi/(V*n*n*w))*np.sqrt(P2*V)
Km = closed(state(w_mid))[0]
assert rel(chain(2*photon(w_mid)*photon(w_mid-w0)*np.sqrt(C2/V)*Km, V, n, w_mid-w0),
           eff(Km, w_mid)) < 1e-12

# ---- worked example
uK = 1/(Ha*bohr)**2
print(f"Eg = {Eg*Ha:.3f} eV, w0 = {w0*Ha:.3f} eV, Gamma = {Gam*Ha:.3f} eV, 2P^2 = {EP*Ha:.1f} eV")
print(f"me = {me}, mh = {mh}, M = {M:.2f}, mu = {mu:.3f} (electron masses)")
print(f"pe = {pe:.2f}, ph = {ph:.2f}, (mh-me)/M = {ph-pe:.2f}")
print(f"eps_inf = {einf}, eps_0 = {e0}, n = {n:.4f}")
print(f"C^2 = {C2*Ha**2*bohr:.5f} eV^2 A")
print(f"sqrt(2 mu w0) = {np.sqrt(2*mu*w0)/bohr:.5f} 1/A")
print(f"exciton radius a = {aB*bohr:.2f} A, binding = {Ry*Ha:.5f} eV")
print(f"detuning exponents: forbidden {sF:.3f}, allowed {sA:.3f}")
res = {}
for nm, w in (("free mid-plateau", w_mid), ("free off", w_off)):
    st = state(w); K, J = closed(st); s = ssum(st)/bohr; res[nm] = (K, J)
    print(f"[{nm}] wL = {w*Ha:.4f} eV, q = {(st[1]-st[3])/bohr:.6f} 1/A, "
          f"kL^2/2M = {st[1]**2/(2*M)*Ha:.2e} eV")
    print(f"  s = {s.real:.5f}{s.imag:+.5f}i 1/A, |s| = {abs(s):.5f} 1/A, "
          f"q/|s| = {(st[1]-st[3])/bohr/abs(s):.4f}")
    print(f"  C/q = {np.sqrt(C2)/(st[1]-st[3])*Ha*bohr**1.5:.3f} eV A^1.5, "
          f"|qK/J| = {abs((st[1]-st[3])*K/J):.3e}")
    print(f"  |K| = {abs(K)*uK:.4e}, linear law {abs(linear(st))*uK:.4e} eV^-2 A^-2")
    print(f"  |antiresonant/resonant| = {abs(closed(anti(w))[0]/K):.3e}")
    print(f"  dS/dOmega = {eff(K,w)/bohr:.3e} 1/(A sr) = {eff(K,w)/bohr*1e8:.3e} 1/(cm sr)")
for nm, w in (("exciton in", w_in), ("exciton out", w_out), ("exciton off", w_off)):
    st = state(w); K, J, Kl, K11 = rich(exc, lambda g: sums(g, st)); res[nm] = (K, J)
    print(f"[{nm}] wL = {w*Ha:.4f} eV, q = {(st[1]-st[3])/bohr:.6f} 1/A, "
          f"qa = {(st[1]-st[3])*aB:.3f}")
    print(f"  |K| = {abs(K)*uK:.3e}, linear law {abs(Kl)*uK:.3e}, "
          f"1s-1s only {abs(K11)*uK:.3e} eV^-2 A^-2")
    print(f"  |K/K_free|^2 at same wL = {abs(K/closed(st)[0])**2:.3g}")
    print(f"  dS/dOmega = {eff(K,w)/bohr:.3e} 1/(A sr) = {eff(K,w)/bohr*1e8:.3e} 1/(cm sr)")
print(f"1s-1s vertex at incoming q: {v11:.4f}, small-q value {-(q_in*aB)**2*(ph-pe)/2:.4f}")
for on, off in (("free mid-plateau", "free off"), ("exciton in", "exciton off"),
                ("exciton out", "exciton off")):
    gF, gA = (abs(res[on][i]/res[off][i])**2 for i in (0, 1))
    assert gF > 3*gA
    print(f"gain {on}/{off}: |K|^2 {gF:.3g}, |J|^2 {gA:.2g}, ratio {gF/gA:.2g}")
print("PASS")
```

Output:

```
Td (001) back x,x: q=0 term 0, q-linear term 1 (rel. intensity)
Td (001) back x,y: q=0 term 1, q-linear term 0 (rel. intensity)
Td (001) back x',x': q=0 term 1, q-linear term 1 (rel. intensity)
Td (001) back x',y': q=0 term 0, q-linear term 0 (rel. intensity)
Eg = 2.000 eV, w0 = 0.040 eV, Gamma = 0.005 eV, 2P^2 = 18.0 eV
me = 0.1, mh = 0.4, M = 0.50, mu = 0.080 (electron masses)
pe = 0.20, ph = 0.80, (mh-me)/M = 0.60
eps_inf = 8.0, eps_0 = 10.0, n = 2.8284
C^2 = 0.09048 eV^2 A
sqrt(2 mu w0) = 0.02898 1/A
exciton radius a = 66.15 A, binding = 0.01088 eV
detuning exponents: forbidden -1.500, allowed -0.500
[free mid-plateau] wL = 2.0200 eV, q = 0.005733 1/A, kL^2/2M = 6.39e-05 eV
  s = 0.02323-0.02316i 1/A, |s| = 0.03280 1/A, q/|s| = 0.1748
  C/q = 52.462 eV A^1.5, |qK/J| = 6.111e-03
  |K| = 1.1402e-03, linear law 1.1404e-03 eV^-2 A^-2
  |antiresonant/resonant| = 1.812e-04
  dS/dOmega = 2.966e-14 1/(A sr) = 2.966e-06 1/(cm sr)
[free off] wL = 1.8000 eV, q = 0.005103 1/A, kL^2/2M = 5.07e-05 eV
  s = 0.13582-0.00155i 1/A, |s| = 0.13583 1/A, q/|s| = 0.0376
  C/q = 58.946 eV A^1.5, |qK/J| = 2.821e-04
  |K| = 1.4281e-05, linear law 1.4290e-05 eV^-2 A^-2
  |antiresonant/resonant| = 1.402e-02
  dS/dOmega = 4.642e-18 1/(A sr) = 4.642e-10 1/(cm sr)
[exciton in] wL = 1.9891 eV, q = 0.005645 1/A, qa = 0.373
  |K| = 1.075e-02, linear law 1.086e-02, 1s-1s only 3.897e-02 eV^-2 A^-2
  |K/K_free|^2 at same wL = 974
  dS/dOmega = 2.637e-12 1/(A sr) = 2.637e-04 1/(cm sr)
[exciton out] wL = 2.0291 eV, q = 0.005760 1/A, qa = 0.381
  |K| = 1.132e-02, linear law 1.116e-02, 1s-1s only 3.983e-02 eV^-2 A^-2
  |K/K_free|^2 at same wL = 105
  dS/dOmega = 2.927e-12 1/(A sr) = 2.927e-04 1/(cm sr)
[exciton off] wL = 1.8000 eV, q = 0.005103 1/A, qa = 0.338
  |K| = 3.532e-05, linear law 3.535e-05, 1s-1s only 1.650e-04 eV^-2 A^-2
  |K/K_free|^2 at same wL = 6.12
  dS/dOmega = 2.840e-17 1/(A sr) = 2.840e-09 1/(cm sr)
1s-1s vertex at incoming q: -0.0404, small-q value -0.0418
gain free mid-plateau/free off: |K|^2 6.37e+03, |J|^2 17, ratio 3.7e+02
gain exciton in/exciton off: |K|^2 9.27e+04, |J|^2 2.1e+02, ratio 4.3e+02
gain exciton out/exciton off: |K|^2 1.03e+05, |J|^2 53, ratio 1.9e+03
PASS
```
